# Polar Hafnia Films Do Not Establish the Bulk Ground State: a program that tests the result

```python
"""
Result under test: a switchable polar film does not reveal the bulk ground state.
A model crystal has energy per formula unit (eV)
  V(p,s) = B(1-p^2)^2 + c p^2 x + a x(1-x)^2 - (B+gap) x^2 (3-2x),  x = s^2,
p: polar coordinate, s: distortion towards a competing nonpolar phase.
gap = e_polar - e_nonpolar; gap > 0 means that the polar phase is metastable.
Claims: (1) the polar phase is locally stable and switches for either sign of gap;
(2) its hysteresis loop is the same for both signs;
(3) a surface cost Gamma of the nonpolar phase makes films thinner than
    d*Gamma/gap polar, although the bulk ground state is nonpolar;
(4) thicker polar films remain local minima.
The model is generic. It does not compute the density-functional energies of hafnia.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.ndimage import label
from scipy.optimize import minimize

B, c, a = 0.1, 0.4, 1.0          # eV
GAP = 0.05                       # eV per formula unit
COUPLING, SURFACE = 0.2, 0.15    # eV, between layers and at each surface
DIPOLE, LAYER = 1.0, 5.0         # e angstrom at p = 1; angstrom


def energy(p, s, gap):
    x = s * s
    return (B * (1 - p * p)**2 + c * p * p * x + a * x * (1 - x)**2
            - (B + gap) * x * x * (3 - 2 * x))


def slopes(p, s, gap):
    x = s * s
    along_p = -4 * B * p * (1 - p * p) + 2 * c * p * x
    along_s = 2 * s * (c * p * p + a * (1 - x) * (1 - 3 * x)
                       - 6 * (B + gap) * x * (1 - x))
    return along_p, along_s


def numerical_hessian(p, s, gap, h=1e-3):
    """Second differences of the energy itself."""
    def f(i, j):
        return energy(p + i * h, s + j * h, gap)
    pp = (f(1, 0) - 2 * f(0, 0) + f(-1, 0)) / h**2
    ss = (f(0, 1) - 2 * f(0, 0) + f(0, -1)) / h**2
    ps = (f(1, 1) - f(1, -1) - f(-1, 1) + f(-1, -1)) / (4 * h**2)
    return np.array([[pp, ps], [ps, ss]])


# ---- gradient and curvatures, for both signs of the gap
for gap in (GAP, -GAP):
    for p, s in ((0.7, 0.4), (-0.3, 0.9), (1.1, 0.2)):
        h = 1e-5
        fd = ((energy(p + h, s, gap) - energy(p - h, s, gap)) / (2 * h),
              (energy(p, s + h, gap) - energy(p, s - h, gap)) / (2 * h))
        assert np.allclose(fd, slopes(p, s, gap), atol=1e-7)
    derived = {(1, 0): (8 * B, 2 * (c + a)),
               (0, 1): (2 * c - 4 * B, 8 * a + 24 * (B + gap)),
               (0, 0): (-4 * B, 2 * a)}
    for (p, s), curvature in derived.items():
        assert np.allclose(slopes(p, s, gap), 0, atol=1e-12)
        # second differences carry an error of order h^2 times fourth derivatives
        assert np.allclose(numerical_hessian(p, s, gap), np.diag(curvature),
                           atol=1e-3)
    assert abs(energy(1, 0, gap) - energy(0, 1, gap) - gap) < 1e-12

# ---- barriers: lowest energy at which two wells become connected on a grid
p_axis = np.linspace(-1.4, 1.4, 561)
s_axis = np.linspace(0, 1.3, 261)
P, S = np.meshgrid(p_axis, s_axis, indexing="ij")


def grid_index(p, s):
    return int(np.argmin(abs(p_axis - p))), int(np.argmin(abs(s_axis - s)))


def lowest_pass(start, end, gap):
    surface = energy(P, S, gap)
    i, j = grid_index(*start), grid_index(*end)
    low, high = 0.0, 1.0
    for _ in range(30):
        middle = (low + high) / 2
        regions, _count = label(surface <= middle, structure=np.ones((3, 3)))
        if regions[i] > 0 and regions[i] == regions[j]:
            high = middle
        else:
            low = middle
    return high


def escape_barrier(gap):
    D = B + gap
    K, G = c * c / (4 * B) + 2 * a + 3 * D, a + 2 * D
    x = (K - np.sqrt(K * K - 3 * (c + a) * G)) / (3 * G)
    assert 0 < x < 2 * B / c
    height = (c * x - c * c * x * x / (4 * B) + a * x * (1 - x)**2
              - D * x * x * (3 - 2 * x))
    return x, height


switch_grid, escape_grid, escape_formula = {}, {}, {}
for gap in (GAP, -GAP):
    switch_grid[gap] = lowest_pass((1, 0), (-1, 0), gap)
    escape_grid[gap] = lowest_pass((1, 0), (0, 1), gap)
    escape_formula[gap] = escape_barrier(gap)
    # tolerance covers the finite grid spacing near the saddle
    assert abs(switch_grid[gap] - B) < 2e-4
    assert abs(escape_grid[gap] - escape_formula[gap][1]) < 2e-4
    assert escape_grid[gap] > switch_grid[gap]

# ---- hysteresis: downhill motion with s free and disturbed at every field
FIELD_STEP, KICK = 0.005, 0.05
down = np.linspace(0.2, -0.2, 81)
fields = np.concatenate([down, down[::-1]])


def hysteresis(gap):
    p, s, record, largest_s = 1.0, 0.0, [], 0.0
    for field in fields:
        s += KICK
        for _ in range(50000):
            gp, gs = slopes(p, s, gap)
            gp -= DIPOLE * field
            if abs(gp) + abs(gs) < 1e-9:
                break
            p -= 0.1 * gp
            s -= 0.1 * gs
        else:
            raise AssertionError("relaxation did not converge")
        record.append(p)
        largest_s = max(largest_s, abs(s))
    return np.array(record), largest_s


loop_plus, s_plus = hysteresis(GAP)
loop_minus, s_minus = hysteresis(-GAP)
loop_difference = np.max(abs(loop_plus - loop_minus))
assert loop_difference < 1e-6 and max(s_plus, s_minus) < 1e-6
coercive = 8 * B / (3 * np.sqrt(3) * DIPOLE)
n = len(down)
flip_down = down[np.argmax(loop_plus[:n] < 0)]
flip_up = down[::-1][np.argmax(loop_plus[n:] > 0)]
for flip in (-flip_down, flip_up):
    assert flip - FIELD_STEP < coercive <= flip + 1e-12
remanent = loop_plus[np.argmin(abs(down))]
assert abs(remanent - 1) < 1e-6


# ---- films: coupled layers with a surface cost of the nonpolar distortion
def film(v, gap, surface):
    p, s = v.reshape(2, -1)
    dp, ds = np.diff(p), np.diff(s)
    total = (energy(p, s, gap).sum() + COUPLING / 2 * (dp @ dp + ds @ ds)
             + surface * (s[0]**2 + s[-1]**2))
    gp, gs = slopes(p, s, gap)
    for g, d in ((gp, dp), (gs, ds)):
        g[:-1] -= COUPLING * d
        g[1:] += COUPLING * d
    gs[0] += 2 * surface * s[0]
    gs[-1] += 2 * surface * s[-1]
    return total, np.concatenate([gp, gs])


def relax(polar_layers, gap, surface=SURFACE):
    p = np.array(polar_layers, dtype=float)
    result = minimize(film, np.concatenate([p, 1 - p]), args=(gap, surface),
                      jac=True, method="L-BFGS-B",
                      options={"ftol": 1e-15, "gtol": 1e-8, "maxiter": 2000})
    return result.fun, result.x.reshape(2, -1)


def lowest_film(layers, gap, surface=SURFACE):
    """Relax every pattern of polar and nonpolar layers; keep the lowest."""
    trials = [relax(pattern, gap, surface)
              for pattern in itertools.product((0, 1), repeat=layers)]
    value, (p, s) = min(trials, key=lambda t: t[0])
    if np.all(p > 0.9) and np.all(abs(s) < 0.1):
        kind = "polar"
    elif np.all(abs(p) < 0.1) and np.all(s > 0.9):
        kind = "nonpolar"
    else:
        kind = "mixed"
    return value, kind


THICK = 30
gamma = relax([0] * THICK, GAP)[0] + THICK * GAP
k = 8 * a + 24 * (B + GAP)
gamma_harmonic = 2 * SURFACE * k / (k + 2 * SURFACE)
assert abs(gamma / gamma_harmonic - 1) < 0.01   # anharmonic terms are neglected
nonpolar_film = {N: relax([0] * N, GAP)[0] for N in range(3, 13)}
for N, value in nonpolar_film.items():
    assert abs(value - (gamma - N * GAP)) < 1e-5
    assert (value > 0) == (N < gamma / GAP)
crossover = gamma / GAP
below, above = int(np.floor(crossover)), int(np.ceil(crossover))
thin = lowest_film(below, GAP)
thicker = lowest_film(above, GAP)
thin_reversed = lowest_film(below, -GAP)
thicker_reversed = lowest_film(above, -GAP)
control = lowest_film(below, GAP, surface=0.0)
assert thin[1] == "polar" and thicker[1] == "nonpolar"
assert thin_reversed[1] == "polar" and thicker_reversed[1] == "polar"
assert control[1] == "nonpolar"

# ---- a thick polar film is higher in energy but still a local minimum
N = 12
polar_state = np.concatenate([np.ones(N), np.zeros(N)])
polar_energy, polar_gradient = film(polar_state, GAP, SURFACE)
assert np.max(abs(polar_gradient)) < 1e-12
h = 1e-4
hessian = np.array([(film(polar_state + h * e, GAP, SURFACE)[1]
                     - film(polar_state - h * e, GAP, SURFACE)[1]) / (2 * h)
                    for e in np.eye(2 * N)])
softest = np.linalg.eigvalsh((hessian + hessian.T) / 2)[0]
assert abs(softest - 8 * B) < 1e-5 and nonpolar_film[N] < polar_energy

# ---- numbers for the text
hartree = constants.value("Hartree energy in eV")
bohr = constants.value("Bohr radius") * 1e10
print(f"B, c, a: {B}, {c}, {a} eV")
print(f"gap, polar minus nonpolar: {GAP} eV = {GAP / hartree:.6f} hartree")
print(f"layer coupling, surface term h: {COUPLING}, {SURFACE} eV")
print(f"dipole at p=1: {DIPOLE} e angstrom; layer thickness: {LAYER} angstrom")
for name, point in (("polar", (1, 0)), ("nonpolar", (0, 1)), ("origin", (0, 0))):
    H = numerical_hessian(*point, GAP)
    print(f"{name}: energy {energy(*point, GAP):.3f} eV, "
          f"curvatures pp, ss {H[0, 0]:.3f}, {H[1, 1]:.3f} eV")
for gap in (GAP, -GAP):
    x, height = escape_formula[gap]
    print(f"gap {gap:+.2f} eV: switching barrier, grid {switch_grid[gap]:.4f} eV")
    print(f"  escape barrier: formula {height:.4f}, grid {escape_grid[gap]:.4f} eV")
    print(f"  escape saddle: x {x:.4f}, p {np.sqrt(1 - c * x / (2 * B)):.4f}")
print(f"coercive field, formula: {coercive:.4f} V/angstrom")
print(f"loop flips at: {flip_down:.3f} and {flip_up:.3f} V/angstrom")
print(f"field step: {FIELD_STEP} V/angstrom; kick in s: {KICK}")
print(f"p at zero field on the falling branch: {remanent:.4f}")
print(f"largest p difference of the two loops below 1e-6: {loop_difference < 1e-6}")
print(f"surface cost Gamma: relaxed {gamma:.4f}, harmonic {gamma_harmonic:.4f} eV")
print(f"crossover: {crossover:.3f} layers")
print(f"crossover thickness: {LAYER * crossover:.2f} angstrom"
      f" = {LAYER * crossover / bohr:.2f} bohr")
for N_film in (3, below, above, 12):
    print(f"{N_film} layers: nonpolar minus polar film energy "
          f"{nonpolar_film[N_film]:+.4f} eV")
print(f"lowest film, gap +{GAP} eV: {below} layers {thin[1]}, "
      f"{above} layers {thicker[1]}")
print(f"lowest film, gap -{GAP} eV: {below} layers {thin_reversed[1]}, "
      f"{above} layers {thicker_reversed[1]}")
print(f"control without surface term, gap +{GAP} eV: {below} layers {control[1]}")
print(f"softest curvature of the {N}-layer polar film: {softest:.4f} eV")
print("every check passed")
```

It prints:

```
B, c, a: 0.1, 0.4, 1.0 eV
gap, polar minus nonpolar: 0.05 eV = 0.001837 hartree
layer coupling, surface term h: 0.2, 0.15 eV
dipole at p=1: 1.0 e angstrom; layer thickness: 5.0 angstrom
polar: energy 0.000 eV, curvatures pp, ss 0.800, 2.800 eV
nonpolar: energy -0.050 eV, curvatures pp, ss 0.400, 11.600 eV
origin: energy 0.100 eV, curvatures pp, ss -0.400, 2.000 eV
gap +0.05 eV: switching barrier, grid 0.1000 eV
  escape barrier: formula 0.1989, grid 0.1989 eV
  escape saddle: x 0.3124, p 0.6126
gap -0.05 eV: switching barrier, grid 0.1000 eV
  escape barrier: formula 0.2249, grid 0.2248 eV
  escape saddle: x 0.3570, p 0.5349
coercive field, formula: 0.1540 V/angstrom
loop flips at: -0.155 and 0.155 V/angstrom
field step: 0.005 V/angstrom; kick in s: 0.05
p at zero field on the falling branch: 1.0000
largest p difference of the two loops below 1e-6: True
surface cost Gamma: relaxed 0.2920, harmonic 0.2924 eV
crossover: 5.840 layers
crossover thickness: 29.20 angstrom = 55.18 bohr
3 layers: nonpolar minus polar film energy +0.1420 eV
5 layers: nonpolar minus polar film energy +0.0420 eV
6 layers: nonpolar minus polar film energy -0.0080 eV
12 layers: nonpolar minus polar film energy -0.3080 eV
lowest film, gap +0.05 eV: 5 layers polar, 6 layers nonpolar
lowest film, gap -0.05 eV: 5 layers polar, 6 layers polar
control without surface term, gap +0.05 eV: 5 layers nonpolar
softest curvature of the 12-layer polar film: 0.8000 eV
every check passed
```
